# Energy-Stable Integration of Ferroelectric MOS Stacks: Viscous Delay and Static Hysteresis

## Definitions and conventions

A gate stack consists, from the metal downwards, of a ferroelectric of thickness \(d\), an oxide of capacitance \(C_{ox}\) per area, and a p-type semiconductor. All quantities are uniform in the plane, and charges and energies are per unit area. The direction from gate to semiconductor is positive. \(P\) is the ferroelectric polarization, \(E\) the field in the ferroelectric, \(Q\) the gate charge and \(\psi\) the surface potential relative to the bulk. The gate voltage \(V\) is measured from flat band, so \(P=Q=\psi=0\) is an equilibrium at \(V=0\).

The ferroelectric is a single domain with Landau energy density
\[
F(P)=\tfrac12 aP^2+\tfrac14 bP^4,\qquad a<0<b,
\]
and obeys the Landau–Khalatnikov equation
\[
\rho\dot P=E-F'(P),\qquad \rho>0. \tag{1}
\]
Its remaining dielectric response has permittivity \(\epsilon_b\). With no trapped charge, Gauss's law and the sum of voltage drops give
\[
Q=\epsilon_bE+P,\qquad V=dE+\frac{Q}{C_{ox}}+\psi. \tag{2}
\]

Electrons and holes follow Boltzmann statistics and respond instantly; grounded source and drain contacts supply the inversion charge. Domain nucleation, traps, leakage, breakdown, carrier degeneracy and quantum confinement are left out.

## The semiconductor charge

Let \(V_T=k_BT/q\), \(u=\psi/V_T\) and \(r=(n_i/N_A)^2\). The bulk hole density is \(N_A\), the bulk electron density is \(rN_A\), and the fixed charge makes the bulk neutral. Poisson's equation is then
\[
\psi''=\frac{qN_A}{\epsilon_s}\left[1-e^{-u}+r(e^u-1)\right].
\]
Multiply by \(\psi'\) and integrate from the bulk, where \(\psi=\psi'=0\):
\[
\frac{(\psi')^2}{2}=\frac{qN_AV_T}{\epsilon_s}H(u),\quad
H=e^{-u}+u-1+r(e^u-u-1).
\]
The surface field is \(-\psi'\), and \(Q\) equals \(\epsilon_s\) times this field. Hence
\[
Q(\psi)=\operatorname{sgn}(\psi)\sqrt{2\epsilon_sqN_AV_TH(u)} . \tag{3}
\]
Differentiating \(Q^2\) gives \(C_s=dQ/d\psi=\epsilon_sqN_AH'(u)/Q\). Since \(H'\) has the sign of \(u\), \(C_s>0\). At flat band its limit for \(r\ll1\) is \(\epsilon_s/L_D\), with \(L_D^2=\epsilon_sV_T/(qN_A)\). In code, \(H\) needs a series near \(u=0\), because its leading terms cancel.

For given \(P\) and \(V\), eliminating \(E\) from (2) leaves
\[
V=\frac{d}{\epsilon_b}[Q(\psi)-P]+\frac{Q(\psi)}{C_{ox}}+\psi .
\]
The right side increases with \(\psi\) and covers all real values, so the electrostatic solution is unique.

## One energy for the coupled system

Define the energy, including the work term of the voltage source, by
\[
G=dF(P)+\frac{d(Q-P)^2}{2\epsilon_b}+\frac{Q^2}{2C_{ox}}+\int_0^Q\psi\,dQ'-VQ .
\]
Its derivative with respect to \(Q\) is \(dE+Q/C_{ox}+\psi-V\), which vanishes by (2). Its second \(Q\)-derivative is positive, so the electrostatic solution minimizes \(G\) over \(Q\). Inserting it defines the reduced energy \(G(P;V)\). The variation of \(Q\) does not contribute to the first derivative:
\[
\frac{\partial G}{\partial P}=d\,[F'(P)-E],\qquad
\frac{\partial G}{\partial V}=-Q. \tag{4}
\]
Equation (1) becomes \(\rho d\,\dot P=-\partial G/\partial P\), and therefore
\[
\frac{dG}{dt}=-\rho d\,\dot P^2-Q\dot V. \tag{5}
\]
Energy decay is thus a statement at fixed \(V\). During a sweep, the stored energy \(U=G+VQ\) obeys \(\dot U=V\dot Q-\rho d\dot P^2\). Over a closed cycle the source work \(\oint V\,dQ\) equals the viscous heat.

For the curvature, put \(1/C_m=1/C_{ox}+1/C_s\) and \(C_b=\epsilon_b/d\). At fixed \(V\), (2) gives \(0=d\,\delta E+\delta Q/C_m\) with \(\delta Q=\epsilon_b\delta E+\delta P\). Thus \(\delta E/\delta P=-1/(\epsilon_b+dC_m)\), and
\[
G''=d\left(F''-\frac{\delta E}{\delta P}\right)=dF''+\frac1{C_m+C_b}. \tag{6}
\]
The second term is the stabilizing effect of the electrostatics. Near a stable equilibrium, deviations decay with the time \(\tau=\rho d/G''\).

## The implicit step

Backward Euler evaluates polarization, field and MOS charge at the new time. It is convenient to use \(\psi\) as the unknown:
\[
E(\psi)=\frac{V_n-Q(\psi)/C_{ox}-\psi}{d},\qquad
P(\psi)=Q(\psi)-\epsilon_bE(\psi).
\]
The step of length \(h\) is the scalar equation
\[
R(\psi)=\frac{\rho}{h}[P(\psi)-P_{n-1}]+F'(P(\psi))-E(\psi)=0. \tag{7}
\]
Here \(E_\psi=-(1+C_s/C_{ox})/d<0\) and \(P_\psi=C_s-\epsilon_bE_\psi>0\), so
\[
R_\psi=\left(\frac{\rho}{h}+F''\right)P_\psi-E_\psi .
\]
Since \(F''\ge a\), \(R\) increases when \(h<\rho/|a|\). It runs from \(-\infty\) to \(+\infty\), so it has one root. The algorithm for one step is:

1. Set the new voltage \(V_n\), start from the previous \(\psi\), and keep an interval on which \(R\) changes sign.
2. Compute the Newton correction \(\delta=-R/R_\psi\). If \(|\delta|\) is below tolerance, correct \(\psi,P,Q\) to first order and stop.
3. Otherwise shorten the interval using the sign of \(R\). Accept \(\psi+\delta\) if it lies inside; if not, bisect, and return to 2.

The stopping condition precedes the interval condition because rounding can put a converged iterate on the edge of the interval. The calculations below use a tolerance of \(10^{-12}\) V.

## Energy decay and discretization error

Let \(\Delta P=P_n-P_{n-1}\) at fixed \(V\). From (6), \(G''\ge da=-d|a|\). Taylor's formula about the new point gives
\[
G(P_{n-1})\ge G(P_n)-G'(P_n)\Delta P-\tfrac12d|a|(\Delta P)^2 .
\]
The step itself says \(G'(P_n)=-\rho d\,\Delta P/h\). Substitution yields
\[
G(P_n)-G(P_{n-1})\le-d\left(\frac{\rho}{h}-\frac{|a|}{2}\right)(\Delta P)^2. \tag{8}
\]
The energy therefore falls for \(h<2\rho/|a|\), while the proof of a unique root needs the stricter \(h<\rho/|a|\). In a sweep, both energies in (8) must be evaluated at \(V_n\); otherwise the term \(-Q\dot V\) of (5) is mixed into the comparison.

Stability is not accuracy. The backward difference equals \(\dot P-\tfrac h2\ddot P+O(h^2)\), so the method has a first-order error. For a small deviation from equilibrium, one step multiplies the deviation by \(1/(1+h/\tau)\), whereas the true factor is \(e^{-h/\tau}\). Resolving a transient requires \(h\ll\tau\), even though a larger step may lower the energy.

The work balance has a smaller error than this suggests. Write \(v_n=(P_n-P_{n-1})/h\). At each computed point \(d(F'-E)=-\rho d\,v_n\), and \(dU=d(F'-E)\,dP+V\,dQ\). Integrating this by the trapezoidal rule gives, for the work minus the stored energy,
\[
\tfrac12\rho d\,h(v_n+v_{n-1})v_n ,
\]
up to the trapezoidal error. The heat computed as \(\rho d\,h\,v_n^2\) exceeds it by
\[
\tfrac12\rho dh\,v_n(v_n-v_{n-1})
=\tfrac14\rho dh\left[v_n^2-v_{n-1}^2+(v_n-v_{n-1})^2\right].
\]
The difference of squares telescopes to an end contribution, which is of first order in \(h\) but small when the sweep starts at rest and ends in slow motion. For smooth motion the last term and the trapezoidal error each sum to \(O(h^2)\). A good work balance can therefore coexist with a first-order error in the trajectory, and it cannot replace a comparison of step sizes.

## Static folds

At equilibrium \(E=F'(P)\), so \(Q=P+\epsilon_bF'(P)\) and
\[
V_s(P)=dF'(P)+\frac{Q}{C_{ox}}+\psi(Q). \tag{9}
\]
With \(dQ/dP=1+\epsilon_bF''\), its slope is
\[
V_s'=dF''+\frac{1+\epsilon_bF''}{C_m}
=\frac{C_m+C_b}{C_m}\,G''. \tag{10}
\]
A rising static curve is a curve of energy minima. If it rises everywhere, each voltage has one equilibrium and static hysteresis is impossible in this model. A falling part consists of unstable states, and its ends are folds.

Setting \(G''=0\) gives \(dC_m+\epsilon_b=1/|F''|\). At given \(P\), the equilibrium charge and \(C_m\) do not depend on \(d\). For \(\epsilon_b|a|<1\), folds therefore appear above
\[
d_c=\min_{F''<0}\frac{1/|F''|-\epsilon_b}{C_m}. \tag{11}
\]
Because \(|F''|\le|a|\) and \(C_m<C_{ox}\), the condition \(d\le(1/|a|-\epsilon_b)/C_{ox}\) is sufficient for a curve without folds. In depletion \(C_m\) is small and favours stability. Inversion raises \(C_m\) and can make the slope negative; at larger \(P\), the decrease of \(|F''|\) makes it positive again.

## Viscous delay without a fold

Compare a moving state with the static state at the same \(P\). By (1), the field differs by \(\delta E=\rho\dot P\), and the charge by \(\epsilon_b\delta E\). To first order the voltage differs by
\[
\delta V=\left(d+\frac{\epsilon_b}{C_m}\right)\rho\dot P
=\frac{\rho d}{B}\dot P,\qquad B=\frac{C_m}{C_m+C_b}. \tag{12}
\]
For a slow ramp \(\dot V=\pm s\), \(\dot P\simeq\pm s/V_s'\). Equation (10) is \(V_s'=G''/B\), so \(\delta V=\pm s\rho d/G''=\pm s\tau\). The loop width at fixed \(P\) is
\[
\Delta V=2s\tau(P)+O(s^3), \tag{13}
\]
away from the start and the turning point. The even terms of the slow expansion are equal on the two branches and cancel. The same holds for the leading time-step error of the voltage, \(-(\rho d/B)h\ddot P/2\), since \(\ddot P\) is proportional to \(s^2\) at leading order.

The heat at leading order is \(2\rho d\,s\int(dP/dV)^2dV\), also proportional to \(s\). Both results fail near a fold, where \(G''\to0\) and \(\tau\) diverges.

## Delay at a fold

Consider the fold \((P_f,V_f)\) reached on an upward sweep. Let \(x=P-P_f\), \(V-V_f=st\), \(\kappa=-V_s''(P_f)>0\) and \(\eta=\rho d/B\). Since \(V=V_s+\eta\dot P\) by (12), the leading equation is
\[
\eta\dot x=st+\tfrac12\kappa x^2 .
\]
Substitute \(x=-(2\eta/\kappa)\dot w/w\). The terms in \(\dot w^2/w^2\) cancel and leave
\[
\ddot w=-k^3t\,w,\qquad k^3=\frac{\kappa s}{2\eta^2}.
\]
The solution \(w=\operatorname{Ai}(-kt)\) follows the stable branch \(x\simeq-\sqrt{-2st/\kappa}\) at early times. An admixture of \(\operatorname{Bi}\) would dominate there and select the unstable branch. The local solution diverges at the first zero, \(kt=2.338\), which gives the voltage delay
\[
\delta V_f=2.338\,\frac sk
=2.338\left[\frac{2(\eta s)^2}{\kappa}\right]^{1/3}. \tag{14}
\]
The divergence marks departure from the local region; the full \(P\) stays finite. The downward fold follows by reversing signs. The loop width thus approaches the static window with an excess proportional to \(s^{2/3}\).

The energy loss has a finite limit too. As \(s\to0\), the heat on the smooth branches vanishes, while each jump takes place at nearly constant \(V\). Equation (5) makes its heat equal to the drop of \(G\) between the fold and the landing state. Viscosity carries out the dissipation, but the limiting loss does not depend on the value of \(\rho\).

## Worked example

The round model parameters are \(T=300\) K, \(N_A=10^{17}\) cm\(^{-3}\), \(n_i=10^{10}\) cm\(^{-3}\), and relative permittivities 12, 4 and 10 for semiconductor, oxide and ferroelectric background. The oxide is 1 nm thick. The ferroelectric has \(a=-2.5\times10^9\) m/F, zero-field polarization \(\sqrt{-a/b}=3\) μC/cm² and \(\rho=2.5\) Ω m. Hence \(\rho/|a|=1\) ns. Two thicknesses, 5 and 30 nm, are swept from 0 to 1.5 V and back.

Evaluating (11) on a grid of polarizations gives thresholds of 15.0 nm on the inversion side and 14.2 nm on the accumulation side. The thin stack has no fold; the thick one does. A bounded search for the extrema of (9) places the thick stack's inversion-side folds at 0.276 μC/cm², 0.7645 V and 1.340 μC/cm², 0.5264 V. The static window is
\[
0.7645-0.5264=0.2381\ \text{V}.
\]

These digits describe the model, not a real stack. At the lower-voltage fold, Boltzmann statistics gives a surface electron density of about \(1.3\times10^{20}\) cm\(^{-3}\), above silicon's effective density of states of about \(3\times10^{19}\) cm\(^{-3}\). The electrons are degenerate there. Fermi–Dirac statistics with silicon-like densities of states would raise the lower fold by about 15 mV and narrow the window by 6–7%. It would also lower the limiting loss given below by about 10% and raise the two thresholds by 3–8%. At 1.5 V the thick stack puts about 7.5 MV/cm across the 1 nm oxide, where tunnelling leakage, omitted here, would not be negligible.

**Sweeps.** Widths are read at \(P=0.8\) μC/cm² by linear interpolation. The time steps range from 0.02 to 0.5 ns and make the listed widths too small by up to 0.6 mV, most of all for the thick stack at 0.001 V/ns. At this polarization the thin stack has \(\tau=0.996\) ns. At 0.01 V/ns, (13) predicts \(2(0.01)(0.996)=0.0199\) V.

| Stack | Rate (V/ns) | Width (mV) |
|---|---:|---:|
| thin | 0.1 | 172.0 |
| thin | 0.01 | 19.84 |
| thin | 0.001 | 1.993 |
| thick | 0.01 | 412.9 |
| thick | 0.001 | 279.7 |
| thick | 0.0001 | 247.4 |

The fast thin loop is comparable in width to the thick stack's static window, yet it has no static memory. It is also about 14% narrower than the linear prediction of 199 mV, so this rate lies outside the range of (13). At the two lower rates the width falls tenfold with the rate, and the loop work falls from 0.185 to 0.0185 mJ/m².

For the thick stack, fitting \(W_0+cs^{2/3}\) to the two slowest widths, with \(10^{-2/3}=0.2154\), gives
\[
W_0=\frac{247.35-0.2154(279.72)}{1-0.2154}\simeq238.5\ \text{mV},
\]
within 0.4 mV of the static window; widths free of time-step error would give 238.6 mV, within 0.5 mV. The energy drops at the two folds are 2.467 and 0.968 mJ/m², in total 3.436 mJ/m². The slowest loop costs 3.552 mJ/m², about 3% more than this limit.

At 0.01 V/ns, with \(h=0.02\) ns, heat plus stored energy differs from the thick stack's source work by about \(10^{-5}\) of that work. This small defect does not measure the error of the trajectory, for which step sizes must be compared.

**Passage of the upper fold.** For very slow ramps, the integration starts on the stable branch just below the fold and stops at 0.8 μC/cm². The delay is 152 μV at \(10^{-6}\) V/ns, against 146 μV from (14). At \(10^{-10}\) V/ns the values are 0.3159 and 0.3148 μV. These runs use steps of 0.5 ns, which shorten the delay by about 1% on the faster ramp and 0.1% on the slower one. Allowing for this, the relative difference falls from about 5% to below 0.5%, so (14) becomes more accurate as the ramp slows.

**Hold at fixed voltage.** At 0.645 V, each stack starts once from \(P=0\) and once from 3 μC/cm², and takes 300 implicit steps of 0.9 ns. Both thin runs end at 0.184 μC/cm². The thick runs end at 0.202 and 1.885 μC/cm², with \(G=-0.682\) and \(-1.267\) mJ/m². No step raises the energy. The upper-energy state survives because (1) contains no fluctuations and the state is a local minimum. Within this model, a hold diagnoses static hysteresis when its voltage lies inside the window and it lasts much longer than \(\tau\); near a fold this time becomes long. In a real stack, slow traps or domain nucleation can also keep two states apart during a hold.

**Step size.** An explicit step shows what implicit coupling prevents. The thin stack at 0.5 V is displaced by 0.01 μC/cm², or \(10^{-4}\) C/m², from equilibrium, with excess energy 0.201 μJ/m². The quadratic approximation gives
\[
G''\simeq\frac{2(0.201\times10^{-6})}{(10^{-4})^2}=40.2\ \text{m}^2/\text{F},
\]
so \(\tau=\rho d/G''\simeq0.311\) ns. An explicit step of 0.9 ns multiplies the deviation by \(1-0.9/0.311\simeq-1.89\) and the excess energy by about 3.6. The computed excess after the step is 0.721 μJ/m², in agreement.

For accuracy, the thin stack was also integrated by an adaptive Runge–Kutta method up to 1.4 V on the 0.1 V/ns ramp. Relative to that solution, halving \(h\) from 0.04 to 0.02 ns reduces the backward-Euler error by a factor of 1.98, as a first-order method should.
